# Intertrap Spacing from the Subthreshold Slope of a Threshold Switch: verification in Python

```python
"""
Result under test: for hopping between traps a distance d apart in a film of
thickness u, with each barrier top fixed midway between traps,
    I = I0 sinh(a V),  a = e d / (2 k T u),  so  d = 2 u (kT/e) S,
where S is the high-voltage slope d(ln I)/dV (natural logarithm).
Symbols: V voltage (V), field = V/u (V/nm), energies in eV, lengths in nm.
The tilted barrier is maximized numerically and Boltzmann rates are subtracted;
slopes are finite differences. Neglected effects are then sized at 1 V.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

K_EV = const.k / const.e                  # Boltzmann constant, eV/K
thickness = 30.0                          # nm
temperature = 300.0                       # K
measured_slope = 6.0                      # 1/V, natural logarithm
barrier = 0.30                            # eV, rough typical value
permittivity = 15.0                       # relative, rough typical value
threshold_field = 0.5                     # MV/cm, rough typical value
thermal_resistance = 1.0e6                # K/W, rough typical value
current_at_1V = 1.0e-6                    # A, rough typical value
kT = K_EV * temperature
coulomb = const.e / (4 * np.pi * const.epsilon_0 * permittivity) * 1e9  # V nm


def sharp(x, d):
    return barrier * (1 - abs(2 * x / d - 1))


def parabola(x, d):
    return barrier * (1 - (2 * x / d - 1) ** 2)


def coulomb_pair(x, d):
    # trap level placed 'barrier' below the zero-field asymptote
    return barrier - coulomb / x - coulomb / (d - x)


def find_top(shape, d, field):
    """Position and height of the highest point between two traps."""
    res = minimize_scalar(lambda x: -(shape(x, d) - field * x),
                          bounds=(1e-6 * d, (1 - 1e-6) * d),
                          method="bounded", options={"xatol": 1e-10})
    return res.x, -res.fun


def net_rate(V, d, shape=sharp, T=temperature):
    """Forward minus backward Boltzmann rate, attempt rate set to one."""
    field = V / thickness
    height = find_top(shape, d, field)[1]
    kt = K_EV * T
    return np.exp(-height / kt) - np.exp(-(height + field * d) / kt)


def log_slope(func, V, h=1e-3):
    return (np.log(func(V + h)) - np.log(func(V - h))) / (2 * h)


def spacing_from_slope(slope, T=temperature):
    return 2 * thickness * K_EV * T * slope


# --- sinh law and its slope, from numerically maximized barriers
worst_law = worst_slope = 0.0
for d in (5.0, 7.0, 9.3, 11.0):
    a = d / (2 * kT * thickness)
    for V in (0.1, 0.4, 0.8, 1.2):
        law = 2 * np.exp(-barrier / kT) * np.sinh(a * V)
        worst_law = max(worst_law, abs(net_rate(V, d) / law - 1))
        numeric = log_slope(lambda v: net_rate(v, d), V)
        worst_slope = max(worst_slope, abs(numeric * np.tanh(a * V) / a - 1))
assert worst_law < 1e-4
assert worst_slope < 1e-3

# --- extraction, then a forward calculation with the extracted spacing
spacing = spacing_from_slope(measured_slope)
slope_back = log_slope(lambda v: net_rate(v, spacing), 1.0)
assert abs(slope_back - measured_slope) < 5e-3
assert abs(spacing - 9.3) < 0.05
slope_low = log_slope(lambda v: net_rate(v, spacing), 0.1)
V_one_percent = 0.5 * np.log(201) / measured_slope
excess = log_slope(lambda v: net_rate(v, spacing), V_one_percent)
assert abs(excess / measured_slope - 1.01) < 1e-3

# --- voltage at which a sharp top stops being the highest point
V_limit = 2 * barrier * thickness / spacing
top_below = find_top(sharp, spacing, 0.95 * V_limit / thickness)[0]
top_above = find_top(sharp, spacing, 1.05 * V_limit / thickness)[0]
assert abs(top_below / spacing - 0.5) < 1e-4
assert top_above / spacing < 0.01

# --- rounded barrier: slope measures the trap-to-top distance
field_1V = 1.0 / thickness
top_par = find_top(parabola, spacing, field_1V)[0]
slope_par = {V: log_slope(lambda v: net_rate(v, spacing, parabola), V)
             for V in (0.6, 1.0, 1.2)}
slope_sharp = {V: log_slope(lambda v: net_rate(v, spacing), V)
               for V in (0.6, 1.2)}
assert abs(slope_par[1.0] * kT * thickness / top_par - 1) < 1e-3
formula_top = spacing / 2 * (1 - field_1V * spacing / (4 * barrier))
assert abs(top_par / formula_top - 1) < 1e-4
assert abs(slope_sharp[1.2] / slope_sharp[0.6] - 1) < 0.01
assert slope_par[1.2] < 0.9 * slope_par[0.6]
par_scan = [log_slope(lambda v: net_rate(v, d, parabola), 1.0)
            for d in np.linspace(6, 30, 49)]
par_bound = barrier / (2 * kT)            # 1/V, at V = 1 V
assert abs(max(par_scan) / par_bound - 1) < 2e-3

# --- attractive Coulomb centres
coul_scan = [log_slope(lambda v: net_rate(v, d, coulomb_pair), 1.0)
             for d in np.linspace(6, 40, 35)]
coul_distance = np.sqrt(coulomb / field_1V)
coul_bound = coul_distance / (kT * thickness)
assert max(coul_scan) < coul_bound * (1 + 1e-4)
assert max(coul_scan) > 0.98 * coul_bound

# --- thermally assisted tunnelling through the sharp barrier (semiclassical)
wave_factor = np.sqrt(2 * const.m_e * const.e) / const.hbar * 1e-9


def action(depth, V):
    """Integral of the decay constant at energy 'depth' below the top."""
    field = V / thickness
    rise = 2 * barrier / spacing - field
    fall = 2 * barrier / spacing + field
    return wave_factor * 2 / 3 * depth ** 1.5 * (1 / rise + 1 / fall)


def tunnel_gain(V):
    height = barrier - V / thickness * spacing / 2
    extra = quad(lambda w: np.exp(w / kT - 2 * action(w, V)) / kT,
                 0, height, epsabs=1e-11, epsrel=1e-10)[0]
    return 1 + extra


depth = 0.05
height_1V = find_top(sharp, spacing, field_1V)[1]


def decay(x):
    above = sharp(x, spacing) - field_1V * x - (height_1V - depth)
    return wave_factor * np.sqrt(max(above, 0.0))


left = (height_1V - depth) / (2 * barrier / spacing - field_1V)
right = spacing / 2 + depth / (2 * barrier / spacing + field_1V)
direct = (quad(decay, left, spacing / 2)[0]
          + quad(decay, spacing / 2, right)[0])
assert abs(direct / action(depth, 1.0) - 1) < 1e-4
slope_tunnel = log_slope(lambda v: net_rate(v, spacing) * tunnel_gain(v), 1.0)


# --- unequal gaps: stationary current around a ring of three traps
def ring_current(V, gaps):
    n = len(gaps)
    half_drop = np.array(gaps) * V / thickness / (2 * kT)
    forward, backward = np.exp(half_drop), np.exp(-half_drop)
    M = np.zeros((n, n))
    for i in range(n):
        j = (i + 1) % n
        M[i, i] -= forward[i]
        M[j, i] += forward[i]
        M[j, j] -= backward[i]
        M[i, j] += backward[i]
    M[-1, :] = 1.0                        # normalization replaces one row
    p = np.linalg.solve(M, np.eye(n)[-1])
    return p[0] * forward[0] - p[1] * backward[0]


slope_equal = log_slope(lambda v: ring_current(v, (10, 10, 10)), 1.0)
a10 = 10 / (2 * kT * thickness)
assert abs(slope_equal * np.tanh(a10) / a10 - 1) < 1e-4
gaps = (8.0, 10.0, 12.0)
slope_uneven = log_slope(lambda v: ring_current(v, gaps), 1.0)
spacing_uneven = spacing_from_slope(slope_uneven)
assert min(gaps) < spacing_uneven < np.mean(gaps)

# --- self-heating, solved self-consistently
reference_rate = net_rate(1.0, spacing)


def heated(V):
    T = temperature
    for _ in range(40):
        I = current_at_1V * net_rate(V, spacing, T=T) / reference_rate
        T_new = temperature + thermal_resistance * I * V
        change, T = abs(T_new - T), T_new
    assert change < 1e-5
    return I, T


slope_heat = log_slope(lambda v: heated(v)[0], 1.0)
assert slope_heat > slope_back

# --- printed numbers
print(f"thickness: {thickness:.1f} nm; temperature: {temperature:.0f} K")
print(f"measured slope d(ln I)/dV: {measured_slope:.2f} 1/V")
print(f"thermal voltage kT/e: {kT * 1000:.3f} mV")
print(f"trap-to-top distance: {spacing / 2:.3f} nm")
print(f"extracted spacing: {spacing:.3f} nm")
print(f"slope in decades: {measured_slope / np.log(10):.3f} decades/V")
print("spacing if 6 were decades/V: "
      f"{spacing_from_slope(measured_slope * np.log(10)):.2f} nm")
print(f"worst relative error, sinh law: {worst_law:.1e}")
print(f"worst relative error, slope law: {worst_slope:.1e}")
print(f"recomputed slope at 1 V: {slope_back:.4f} 1/V")
print(f"slope at 0.1 V: {slope_low:.2f} 1/V")
print(f"false spacing from slope at 0.1 V: "
      f"{spacing_from_slope(slope_low):.2f} nm")
print(f"voltage where slope excess is 1%: {V_one_percent:.3f} V")
print(f"number of hops u/d: {thickness / spacing:.2f}")
print(f"assumed barrier: {barrier:.2f} eV")
print(f"field at 1 V: {field_1V * 10:.3f} MV/cm")
print(f"barrier lowering at 1 V: {field_1V * spacing / 2:.4f} eV")
print(f"forward barrier left at 1 V: {height_1V:.4f} eV")
print(f"voltage limit of midpoint top: {V_limit:.3f} V")
print(f"assumed threshold field: {threshold_field:.2f} MV/cm")
print(f"threshold voltage from it: {threshold_field * thickness / 10:.2f} V")
for V in (0.6, 1.2):
    print(f"sharp barrier slope at {V} V: {slope_sharp[V]:.3f} 1/V")
for V in (0.6, 1.0, 1.2):
    print(f"parabolic barrier slope at {V} V: {slope_par[V]:.3f} 1/V")
print(f"parabolic trap-to-top distance at 1 V: {top_par:.3f} nm")
print(f"parabolic slope bound at 1 V: {par_bound:.3f} 1/V")
print(f"largest parabolic slope in scan, 1 V: {max(par_scan):.3f} 1/V")
print(f"assumed relative permittivity: {permittivity:.1f}")
print(f"Coulomb trap-to-top bound at 1 V: {coul_distance:.3f} nm")
print(f"Coulomb slope bound at 1 V: {coul_bound:.3f} 1/V")
print(f"largest Coulomb slope in scan, 1 V: {max(coul_scan):.3f} 1/V")
print(f"tunnelling current factor at 1 V: {tunnel_gain(1.0):.3f}")
print(f"slope with tunnelling at 1 V: {slope_tunnel:.3f} 1/V")
print(f"uneven gaps: {gaps} nm, mean {np.mean(gaps):.1f} nm")
print(f"uneven-gap slope at 1 V: {slope_uneven:.3f} 1/V")
print(f"spacing extracted from uneven gaps: {spacing_uneven:.3f} nm")
print(f"assumed thermal resistance: {thermal_resistance / 1e6:.1f} K/uW")
print(f"assumed unheated current at 1 V: {current_at_1V * 1e6:.1f} uA")
print(f"self-heating at 1 V: {heated(1.0)[1] - temperature:.3f} K")
print(f"slope with self-heating at 1 V: {slope_heat:.3f} 1/V")
print(f"spacing if film were at 310 K: "
      f"{spacing_from_slope(measured_slope, 310.0):.3f} nm")
print("verified")
```

Printed output:

```
thickness: 30.0 nm; temperature: 300 K
measured slope d(ln I)/dV: 6.00 1/V
thermal voltage kT/e: 25.852 mV
trap-to-top distance: 4.653 nm
extracted spacing: 9.307 nm
slope in decades: 2.606 decades/V
spacing if 6 were decades/V: 21.43 nm
worst relative error, sinh law: 8.5e-08
worst relative error, slope law: 3.3e-05
recomputed slope at 1 V: 6.0001 1/V
slope at 0.1 V: 11.17 1/V
false spacing from slope at 0.1 V: 17.33 nm
voltage where slope excess is 1%: 0.442 V
number of hops u/d: 3.22
assumed barrier: 0.30 eV
field at 1 V: 0.333 MV/cm
barrier lowering at 1 V: 0.1551 eV
forward barrier left at 1 V: 0.1449 eV
voltage limit of midpoint top: 1.934 V
assumed threshold field: 0.50 MV/cm
threshold voltage from it: 1.50 V
sharp barrier slope at 0.6 V: 6.009 1/V
sharp barrier slope at 1.2 V: 6.000 1/V
parabolic barrier slope at 0.6 V: 5.078 1/V
parabolic barrier slope at 1.0 V: 4.449 1/V
parabolic barrier slope at 1.2 V: 4.139 1/V
parabolic trap-to-top distance at 1 V: 3.450 nm
parabolic slope bound at 1 V: 5.802 1/V
largest parabolic slope in scan, 1 V: 5.802 1/V
assumed relative permittivity: 15.0
Coulomb trap-to-top bound at 1 V: 1.697 nm
Coulomb slope bound at 1 V: 2.188 1/V
largest Coulomb slope in scan, 1 V: 2.186 1/V
tunnelling current factor at 1 V: 2.663
slope with tunnelling at 1 V: 5.415 1/V
uneven gaps: (8.0, 10.0, 12.0) nm, mean 10.0 nm
uneven-gap slope at 1 V: 5.565 1/V
spacing extracted from uneven gaps: 8.632 nm
assumed thermal resistance: 1.0 K/uW
assumed unheated current at 1 V: 1.0 uA
self-heating at 1 V: 1.019 K
slope with self-heating at 1 V: 6.114 1/V
spacing if film were at 310 K: 9.617 nm
verified
```
